\section*{Why a nonmagnetic fourfold crystal has no rotary heat flow}

\section{A decision about input data}

Someone who sets up a thermal simulation of a plate of scheelite, CaWO$_4$, has to decide how many conductivities to enter. The point group is $4/m$. Its symmetry permits three numbers: one along the fourfold axis, one across it, and a third that turns part of the heat flow sideways. A related decision arises when a conductivity tensor has been computed from sampled scattering rates and shows a small antisymmetric part: is that part physics, or should it be removed?

In the absence of a magnetic field, magnetic order and rotation, the third number is zero and the antisymmetric part should be removed. Several principles might be credited with this result. They are taken one at a time below, to find which of them does the work.

The convention is
\begin{equation}
q_i=-\sum_j\kappa_{ij}\,\partial_jT ,
\label{fourier}
\end{equation}
with $\mathbf q$ the heat flux and $z$ the fourfold axis. The crystal is an electrical insulator unless stated otherwise, and the response is linear in $\nabla T$.

\section{Contribution of the point group}

A symmetry operation $R$ must leave the tensor unchanged, $\kappa=R\kappa R^{T}$. For a quarter turn about $z$, the block in the $xy$ plane obeys
\begin{equation}
\begin{pmatrix}a&b\\c&d\end{pmatrix}
=\begin{pmatrix}0&-1\\1&0\end{pmatrix}
\begin{pmatrix}a&b\\c&d\end{pmatrix}
\begin{pmatrix}0&1\\-1&0\end{pmatrix}
=\begin{pmatrix}d&-c\\-b&a\end{pmatrix}.
\end{equation}
Hence $a=d$ and $b=-c$. Two quarter turns reverse $x$ and $y$ but not $z$, so $\kappa_{xz}$, $\kappa_{yz}$ and their transposes equal their own negatives and vanish. What remains is
\begin{equation}
\kappa=\begin{pmatrix}\kappa_p&\kappa_r&0\\-\kappa_r&\kappa_p&0\\0&0&\kappa_c\end{pmatrix}.
\label{tensor}
\end{equation}

Inversion changes the sign of both $\mathbf q$ and $\nabla T$ and adds no condition, so group $4/m$ has the same form as group $4$. The operation $\bar4$ acts on the plane as a quarter turn and its square is the half turn about $z$, so it too gives (\ref{tensor}). A mirror $x\to-x$, or a twofold axis along $x$, reverses the sign of $\kappa_{xy}$ and would remove $\kappa_r$. Averaging antisymmetric tensors over the groups confirms the division: one component survives in $4$, $\bar4$ and $4/m$, and none in $422$, $4mm$, $\bar42m$ and $4/mmm$.

For the first three groups, then, point symmetry does not forbid rotary flow.

\section{Contribution of the second law}

In the plane, (\ref{fourier}) and (\ref{tensor}) give
\begin{equation}
q_x=-\kappa_p\partial_xT-\kappa_r\partial_yT,\qquad
q_y=\kappa_r\partial_xT-\kappa_p\partial_yT .
\label{flux}
\end{equation}
Since $\hat{\mathbf z}\times\nabla T=(-\partial_yT,\partial_xT)$, this is $\mathbf q=-\kappa_p\nabla T+\kappa_r\,\hat{\mathbf z}\times\nabla T$. The rate of entropy production per volume is
\begin{equation}
\mathbf q\cdot\nabla\frac1T=-\frac{\mathbf q\cdot\nabla T}{T^2}
=\frac{\kappa_p|\nabla T|^2}{T^2},
\end{equation}
because $\hat{\mathbf z}\times\nabla T$ is perpendicular to $\nabla T$. The second law requires $\kappa_p\ge0$ and sets no condition on $\kappa_r$: rotary heat runs along the isotherms, neither up nor down the temperature slope.

\section{Contribution of the heat equation}

Let $\kappa_p$ be uniform and let $\kappa_r$ vary in the plane. The divergence of (\ref{flux}) is
\begin{align}
\nabla\cdot\mathbf q={}&-\kappa_p(\partial_x^2T+\partial_y^2T)
-\kappa_r\partial_x\partial_yT+\kappa_r\partial_y\partial_xT\nonumber\\
&-(\partial_x\kappa_r)(\partial_yT)+(\partial_y\kappa_r)(\partial_xT).
\label{div}
\end{align}
The mixed derivatives cancel. If $\kappa_r$ depends on position through the temperature alone, $\partial_x\kappa_r=\kappa_r'(T)\,\partial_xT$ and likewise for $y$, so the last two terms cancel as well. The rotary part drops out of the bulk equation even for a temperature-dependent $\kappa_r$. It survives where the material itself changes from place to place.

An edge is such a place. A finite-element calculation multiplies the flux by the gradient of a test function $u$ and integrates. For the rotary part of (\ref{flux}), the integral of $-\mathbf q\cdot\nabla u$ is, by Green's theorem,
\begin{equation}
\kappa_r\!\int\!\left(\partial_xu\,\partial_yT-\partial_yu\,\partial_xT\right)dx\,dy
=\kappa_r\oint u\,(\partial_xT\,dx+\partial_yT\,dy).
\label{edge}
\end{equation}
The contour runs anticlockwise, and $\kappa_r$ is uniform inside. A test function that vanishes on the boundary gives zero. If the temperature is prescribed on the whole rim, all test functions are of this kind and $\kappa_r$ has no effect on the temperature field. At an insulated edge along which the temperature varies, it does have an effect.

The two situations look as follows.

\emph{Line source, isothermal circular rim.} The temperature depends on $r$ alone, and (\ref{flux}) gives $q_r=-\kappa_p\,dT/dr$ and $q_\varphi=\kappa_r\,dT/dr$. The flow lines obey
\begin{equation}
\frac1r\frac{dr}{d\varphi}=\frac{q_r}{q_\varphi}=-\frac{\kappa_p}{\kappa_r},
\qquad r=r_0\,e^{-\kappa_p\varphi/\kappa_r}.
\end{equation}
Heat would leave along spirals, while a thermal camera would see the same circles as for $\kappa_r=0$.

\emph{Long bar along $x$, insulated sides.} Far from the ends no heat crosses the bar, so $q_y=0$ and
\begin{equation}
\frac{\partial_yT}{\partial_xT}=\frac{\kappa_r}{\kappa_p}.
\label{tilt}
\end{equation}
The isotherms tilt by $\arctan(\kappa_r/\kappa_p)$, and thermometers on opposite edges would read different temperatures.

The heat equation can therefore hide a rotary conductivity but cannot abolish it. Its absence is a physical statement, open to measurement, and needs a reason of its own.

\section{Contribution of microscopic reversibility}

\subsection{Phonons scattered by static defects}

Let $k$ label a phonon state, including its branch, and let $-k$ denote the time-reversed state, with the same frequency and $\mathbf v_{-k}=-\mathbf v_k$. Static defects in a harmonic crystal scatter waves linearly and elastically. With $w_{kk'}$ the rate from $k$ to $k'$, the occupations obey
\begin{equation}
\left.\frac{dn_k}{dt}\right|_{\rm scatt}=\sum_{k'}\left(w_{k'k}n_{k'}-w_{kk'}n_k\right).
\end{equation}
The equilibrium occupation $n^0$ is the same for all states of one energy shell, and it must be stationary. This gives a sum rule,
\begin{equation}
\sum_{k'}w_{k'k}=\sum_{k'}w_{kk'} .
\label{sum}
\end{equation}
Total rates in and out agree for each state, though a single rate need not equal its reverse.

In a steady gradient, drift balances scattering. To first order, with $n=n^0+\delta n$,
\begin{equation}
\frac{\partial n^0}{\partial T}\,\mathbf v_k\cdot\nabla T=-\sum_{k'}C_{kk'}\,\delta n_{k'},\qquad
C_{kk'}=\delta_{kk'}\sum_{k''}w_{kk''}-w_{k'k}.
\end{equation}
Each column of $C$ sums to zero by its definition, and each row by (\ref{sum}). The uniform vector on a shell is thus a null vector from both sides; it is taken to be the sole one, meaning that scattering connects the whole shell. The velocities of $k$ and $-k$ cancel in the sum over a shell, so the vector $v_j$ with components $v_{j,k}$ is orthogonal to the uniform one. The equation can be solved on that orthogonal space, and an added uniform $\delta n$ carries no heat. Inserting the solution into $q_i=V^{-1}\sum_k\hbar\omega_kv_{i,k}\,\delta n_k$ and comparing with (\ref{fourier}) gives
\begin{equation}
\kappa_{ij}=\frac1V\sum_{\rm shells}\hbar\omega\,\frac{\partial n^0}{\partial T}\;v_i^{T}C^{-1}v_j .
\label{kinetic}
\end{equation}

Time reversal now enters. A scattering event run backwards leads from $-k'$ to $-k$, and without fields or magnetic order it has the same rate:
\begin{equation}
w_{kk'}=w_{-k',-k}.
\label{tr}
\end{equation}
Let $\Theta$ be the matrix that exchanges $k$ and $-k$. Then
\begin{equation}
(\Theta C\Theta)_{kk'}=C_{-k,-k'}=\delta_{kk'}\sum_{k''}w_{-k,k''}-w_{-k',-k}.
\end{equation}
By (\ref{tr}) the last term is $w_{kk'}$. In the first, $w_{-k,k''}=w_{-k'',k}$, whose sum over $k''$ is the total rate into $k$, and by (\ref{sum}) this equals the total rate out of $k$. Therefore
\begin{equation}
(\Theta C\Theta)_{kk'}=\delta_{kk'}\sum_{k''}w_{kk''}-w_{kk'}=(C^{T})_{kk'} .
\end{equation}
Since $\Theta^2=1$ and $\Theta v_i=-v_i$, the two minus signs cancel in
\begin{equation}
v_i^{T}C^{-1}v_j=(\Theta v_i)^{T}(\Theta C^{-1}\Theta)(\Theta v_j)
=v_i^{T}(C^{T})^{-1}v_j=v_j^{T}C^{-1}v_i .
\end{equation}
Hence $\kappa_{ij}=\kappa_{ji}$. Point symmetry had demanded $\kappa_{xy}=-\kappa_{yx}$. The two conditions together leave $\kappa_r=0$.

Individual scattering events may still be skew. If inversion is also a symmetry, as in $4/m$ with defects that respect it on average, it maps $w_{-k',-k}$ to $w_{k'k}$, and (\ref{tr}) makes each rate equal to its reverse. In groups $4$ and $\bar4$ there is no such requirement. A transition may then be more frequent than its reverse; reversibility makes the effects of this imbalance on $\kappa_r$ cancel.

A model with 24 states on one shell and random rates shows this. The rates have fourfold symmetry and obey (\ref{sum}). When they also obey (\ref{tr}), they are far from symmetric, with $\|w-w^T\|/\|w\|=1.09$, yet $|\kappa_r/\kappa_p|$ is $2\times10^{-16}$, which is rounding error. When (\ref{tr}) is dropped and the fourfold symmetry kept, $\kappa_r/\kappa_p=-0.048$. Replacing each of those rates by its time-reversed partner changes the value to $+0.048$.

\subsection{With a magnetic field}

Reversing a magnetic field brings about the same change of sign. Let $B$ lie along $z$, which preserves the fourfold rotation. Running the motion backwards now requires $B\to-B$, so (\ref{tr}) becomes $w_{kk'}(B)=w_{-k',-k}(-B)$, and correspondingly $\mathbf v_{-k}(-B)=-\mathbf v_k(B)$. The same algebra gives
\begin{equation}
\kappa_{ij}(B)=\kappa_{ji}(-B),\qquad \kappa_r(B)=-\kappa_r(-B).
\end{equation}
A rotary part odd in $B$ is permitted; this is the thermal Hall effect. It vanishes at $B=0$ if the state there is itself reversal invariant. In a magnetically ordered crystal the order must be reversed too, and the argument by itself no longer forces $\kappa_r=0$. In some antiferromagnets $\kappa_r$ still vanishes, because reversal combined with a translation or with inversion leaves the order unchanged.

\subsection{Beyond scattering rates}

Strong anharmonicity can make rates between phonon states a poor description. The Kubo formula does not need them. With total heat currents $J_i$ and $\beta=1/k_BT$,
\begin{equation}
\kappa_{ij}=\frac1{VT}\int_0^\infty\!dt\,e^{-\eta t}\int_0^\beta\!d\lambda\,
\langle J_j(-i\hbar\lambda)J_i(t)\rangle ,
\end{equation}
where $\eta\to0^+$ after the volume has been made large. In energy eigenstates with weights $p_n$, the factors $e^{\lambda(E_n-E_m)}$ and $e^{i(E_m-E_n)t/\hbar}$ integrate to
\begin{equation}
\kappa_{ij}=\frac1{VT}\sum_{nm}(J_j)_{nm}(J_i)_{mn}\,
\frac{p_n-p_m}{E_m-E_n}\,\frac{1}{\eta-i(E_m-E_n)/\hbar},
\end{equation}
the first fraction being replaced by $\beta p_n$ for equal energies. For lattice motion, time reversal is complex conjugation in the position representation. If it leaves $H$ unchanged, the eigenstates can be chosen real. The heat currents are odd under reversal, so their matrix elements are imaginary and, being Hermitian, antisymmetric. Thus
\begin{equation}
(J_j)_{nm}(J_i)_{mn}=(J_j)_{mn}(J_i)_{nm},
\end{equation}
and exchanging $i$ and $j$ leaves the sum unchanged, for any $\eta$. In a random 12-level system with fourfold symmetry the sum gives $|\kappa_r/\kappa_p|=9\times10^{-18}$ for a reversal-invariant $H$, and $0.61$ when a fourfold-symmetric term that breaks reversal is added. The size $0.61$ belongs to that random choice and to the finite $\eta$ used with it, and describes no material. When reversal is broken, a real thermal Hall conductivity also needs a correction for heat currents that circulate in equilibrium, which this sum leaves out.

\subsection{Metals}

In a metal, heat conduction is measured at zero electric current. Write $\mathbf j=L_{11}\mathbf E-L_{12}\nabla T$ and $\mathbf q=L_{21}\mathbf E-L_{22}\nabla T$. Setting $\mathbf j=0$ gives $\mathbf E=L_{11}^{-1}L_{12}\nabla T$ and
\begin{equation}
\kappa=L_{22}-L_{21}L_{11}^{-1}L_{12}.
\end{equation}
Onsager reciprocity at zero field states that $L_{11}$ and $L_{22}$ are symmetric and $L_{21}=T\,L_{12}^{T}$. The second term is then $T\,L_{12}^{T}L_{11}^{-1}L_{12}$, which is symmetric, and $\kappa_r=0$ again.

\section{What a violation would look like}

Take a bar in the regime of scheelite near 300 K, with a rough $\kappa_p=3$ W/(m\,K), length $L=20$ mm, width $b=5$ mm, thickness 2 mm, fourfold axis along the thickness, and ends held 10 K apart. The axial gradient is $-10/20=-0.50$ K/mm. Insert by hand the forbidden value $\kappa_r/\kappa_p=0.05$, that is $\kappa_r=0.15$ W/(m\,K). Equation (\ref{tilt}) predicts a tilt of $2.9^\circ$ and a difference between top and bottom edge of
\begin{equation}
0.05\times(-0.50\ \mathrm{K/mm})\times5\ \mathrm{mm}=-125\ \mathrm{mK}.
\end{equation}
A finite-element solution of the whole bar gives $-124.6$ mK at mid-length, and refining the mesh twofold shifts it by $0.003$ mK. With $\kappa_r=0$ the difference vanishes to rounding.

The missing $0.4$ mK comes mainly from the isothermal ends, which short out the transverse difference. To first order in $\kappa_r$, the transverse profile is proportional to $y$ plus a harmonic correction that equals $-y$ at the ends and has no normal slope at the sides. On $|y|<b/2$ the leading term of $y$ is $(4b/\pi^2)\sin(\pi y/b)$, and its correction has decayed by $1/\cosh(\pi L/2b)$ at mid-length. The relative loss is
\begin{equation}
\frac{8}{\pi^2}\,\frac1{\cosh(\pi L/2b)}=\frac{8}{\pi^2\cosh2\pi}\approx0.003,
\end{equation}
or about $0.4$ mK.

\section{Weighing the disturbances in a real bar}

The conductivity above is a rough typical value for scheelite; the rotary part is hypothetical. A real measurement departs from the model in ways of very different weight.

\emph{Contacts.} If the two thermometers are displaced by 0.1 mm along the bar, they differ by $0.50\times0.1=0.05$ K, or 50 mK, which imitates $\kappa_r/\kappa_p=0.02$. Reversing the heat flow reverses the true and the false signal alike and does not separate them. This is the largest false signal considered here.

\emph{Radiation.} Real sides are not insulated. For black surfaces at 300 K the loss coefficient is 6.1 W/(m$^2$K). With surroundings at the mean temperature, this lowers the mid-bar gradient by $4.6\,\%$ and would reduce the 125 mK by about $5\,\%$, slightly more because the losses also act on the transverse difference itself. Equal losses at both edges create no difference between them. A conductivity that falls as $1/T$, and so changes by about $3.3\,\%$ along the bar, creates none either.

\emph{Tilted crystal axis.} Let the axis have small components $n_x,n_y$ in the plane of the bar. Then $\kappa_{xy}=\kappa_{yx}=(\kappa_c-\kappa_p)n_xn_y$. For $1^\circ$ towards both $x$ and $y$ and an assumed anisotropy of $20\,\%$, this is $6\times10^{-5}\kappa_p$. It is symmetric and so allowed by reciprocity. The same tilt gives larger components $\kappa_{xz},\kappa_{yz}\approx3.5\times10^{-3}\kappa_p$. With insulated faces they lower the in-plane signal to about $5\times10^{-5}$ and set up a difference of about 3 mK across the 2 mm thickness, so the two thermometers must sit at the same height. A second bar cut along $y$, with transverse direction $-x$, exposes it: to leading order in the anisotropy, the transverse signal is set by $-\kappa_{xy}$ instead of $\kappa_{yx}$. A symmetric part changes sign between the bars and a rotary part does not.

\emph{The Earth's field.} With an assumed generous $10^{-3}$ per tesla and roughly 50 $\mu$T, the thermal Hall effect gives $\kappa_r/\kappa_p\sim5\times10^{-8}$.

\emph{Nonlinear response.} The proof is linear in $\nabla T$. For a gradient in the plane, a quadratic in-plane flux is excluded, since a half turn reverses the flux but not a product of two gradients. A cubic term $|\nabla T|^2\,\hat{\mathbf z}\times\nabla T$ passes the fourfold symmetry, and the linear theorem is silent about it. Its natural scale relative to ordinary conduction is $(\Lambda|\nabla T|/T)^2$, with $\Lambda$ the mean free path; the coefficient of order one is a guess. From $\kappa_p=\tfrac13cv\Lambda$ with rough values $c=2.4$ MJ/(m$^3$K) and $v=3$ km/s, $\Lambda\approx1.3$ nm, and the ratio is about $4\times10^{-18}$. This $c$ includes optical modes, many of which carry little heat. Counting the acoustic modes alone gives $\Lambda\approx11$ nm and a ratio of about $4\times10^{-16}$, which is still negligible.

For the simulation, two conductivities suffice: $\kappa_p$ and $\kappa_c$. An antisymmetric part in a tensor computed for zero field and no magnetic order is an error of that computation. Taking $\tfrac12(\kappa+\kappa^T)$ removes this part, but not any error in the symmetric part. A spurious $xz$ or $yz$ part, which sampling noise can also produce, acts at the insulated faces of a plate and creates a false temperature difference across the thickness. The in-plane $xy$ part behaves differently: in a uniform plate cut across the fourfold axis, leaving it in would not change the temperature field if the temperature is prescribed around the whole rim, though it would falsify the heat flux. With insulated sides it would also produce false temperature differences between the edges. The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
group 4: order 4, antisymmetric components 1
group -4: order 4, antisymmetric components 1
group 4/m: order 8, antisymmetric components 1
group 422: order 8, antisymmetric components 0
group 4mm: order 8, antisymmetric components 0
group -42m: order 8, antisymmetric components 0
group 4/mmm: order 16, antisymmetric components 0
line source, q_phi/q_r = -kr/kp
kinetic model: states 24
reversible rates: |w - w^T|/|w| = 1.093
reversible rates: |kr/kp| = 1.8e-16
irreversible rates: kr/kp = -0.04843
time-reversed partner: kr/kp = 0.04843
Kubo, 12 levels, reversible H: |kr/kp| = 8.8e-18
Kubo, 12 levels, reversal broken: kr/kp = 0.60896
bar: length 20 mm, width 5 mm, thickness 2 mm
rough kp = 3.0 W/(m K), T = 300 K, end difference 10 K
axial gradient = -0.50 K/mm
axial heat flux = 1.50 kW/m^2
hypothetical kr/kp = 0.05, kr = 0.15 W/(m K)
isotherm tilt = 2.86 deg
top minus bottom edge, long-bar formula = -125.00 mK
top minus bottom edge, finite elements = -124.58 mK
shift from 80x20 to 160x40 cells = 0.0030 mK
same with kr = 0: |difference| = 4.5e-10 mK
rotary matrix: largest interior entry 0.0e+00, overall 0.50
contact offset 0.1 mm: false signal 50.0 mK, as kr/kp = 0.020
axis tilt 1 deg to x and y, assumed anisotropy 0.2: kxy/kp = 6.1e-05
radiation coefficient (black) = 6.12 W/(m^2 K)
radiation lowers mid-bar gradient by 4.6 %
kappa ~ 1/T: change along bar about 3.3 %
rough heat capacity 2.4 MJ/(m^3 K), sound speed 3 km/s
phonon mean free path = 1.25 nm
cubic rotary response, order of kr/kp = 4e-18
Earth field 50 uT, assumed 1e-03 per T: kr/kp = 5e-08
\end{verbatim}
